Hidden spin polarisation in the spin-degenerate bands of a 2H bilayer

**The argument under review**

The manuscript interprets spin-resolved photoemission from a 2H bilayer semiconductor. Its argument has four steps.

(a) The bilayer has time-reversal symmetry and an inversion centre midway between its layers, so every band is at least doubly degenerate at every k.
(b) The two states of a doublet, taken together, have zero total spin.
(c) Therefore there is no spin polarisation anywhere in the bilayer.
(d) Therefore a spin signal seen by a surface probe, or a spin splitting seen in a perpendicular field, has been created by the probe or by the field.

Steps (a) and (b) are correct. Step (c) does not follow from them, because a sum over the whole cell can vanish while its parts do not. Step (d) falls with it as a statement about polarisation; the splitting itself is zero without the field, and what is at issue is what its size reflects. The question to settle is what the two symmetries say about the spin within one layer.

**What symmetry fixes, layer by layer**

Let I be inversion and T time reversal, and let A = IT. Each of I and T sends k to −k, so A keeps k fixed and commutes with the Bloch Hamiltonian H(k). For an electron T² = −1, while I² = 1 and the two commute, so A² = −1. A is antiunitary, meaning ⟨Aφ|Aχ⟩ = ⟨χ|φ⟩. Put φ = ψ and χ = Aψ:

⟨Aψ|A²ψ⟩ = ⟨Aψ|ψ⟩.

The left side is −⟨Aψ|ψ⟩, so ⟨Aψ|ψ⟩ = 0. The states ψ and Aψ are orthogonal and have the same energy. This is step (a).

Suppose the doublet is isolated from other bands at this k, and let D(k) project onto it. Assign each orbital to a layer, with projectors Π₁ + Π₂ = 1, and let σ be the Pauli matrices, so that spin is measured in units of ħ/2. The layer spin of the doublet is

S_l(k) = Tr[D(k) Π_l σ].

A trace does not depend on which two orthogonal states are chosen in the doublet. This matters because a single member can have a net spin of its own; step (b) concerns both members with equal weight.

For any Hermitian operator X,

⟨Aφ|AXA⁻¹|Aφ⟩ = ⟨Aφ|A(Xφ)⟩ = ⟨Xφ|φ⟩ = ⟨φ|X|φ⟩.

If φ runs over a basis of the doublet, so does Aφ. Summing over the basis gives

Tr[D X] = Tr[D AXA⁻¹].

Now take X = Π₁σ. Inversion exchanges the layers and leaves spin, an axial vector, unchanged. Time reversal leaves the layers alone and reverses spin. Hence AΠ₁σA⁻¹ = −Π₂σ, and

S₁(k) = −S₂(k).

The total S₁ + S₂ vanishes, which is step (b). Neither term has been shown to vanish, and step (c) would need that.

With X = Π₁ the same identity gives Tr[DΠ₁] = Tr[DΠ₂]. The two add up to Tr D = 2, so each equals 1. The doublet places one state's worth of weight in each layer, so S_l is already the polarisation within layer l, and no component of it can exceed 1 in magnitude.

Time reversal alone maps the doublet at k onto that at −k, keeps the layer and reverses the spin:

S_l(−k) = −S_l(k).

Two limits on the hidden texture follow. At a time-reversal-invariant momentum, such as Γ or M, k and −k are equivalent and S_l = 0. And if k and −k are equally occupied, their contributions cancel, so neither layer has a net spin moment. The texture is not a concealed antiferromagnetic order.

These relations were tested on five random lattice Hamiltonians with two layers, two orbitals per layer and no conserved spin component, on which I and T were imposed. Six random momenta were taken for each. The largest component of S₁ + S₂ was about 10⁻¹⁵, which is rounding error, while the largest layer spin had length 0.965. At the invariant momenta the layer spin vanished to rounding. With inversion removed and time reversal kept, the paired levels separated at the random momenta; at the invariant momenta time reversal alone keeps them degenerate.

**Where the layer spin comes from at K**

Symmetry permits a layer spin without giving its size. For that, consider the valence edge at the corner K of the Brillouin zone, with one valence orbital per layer and conserved s_z.

An isolated layer has no inversion centre, and spin–orbit coupling splits its valence edge into levels at +λ and −λ for spin up and spin down. Time reversal gives the opposite order at the other corner, K′. The second layer is the inverted first layer, so its states at K are those of the first layer at K′ with the spin unchanged. Its levels at K are therefore −λ for spin up and +λ for spin down.

Let t be the hopping between the layers. A maps |1↑⟩ to |2↓⟩ and |2↑⟩ to |1↓⟩, which forces the same hopping amplitude for both spins; its phase can be absorbed into the orbital of layer 2. With τ the Pauli matrices in layer space and τ_z = +1 on layer 1,

H = λ τ_z s_z + t τ_x.

For spin s = ±1 this is sλτ_z + tτ_x, whose square is λ² + t². The energies are therefore

E = ±R, R = √(λ² + t²),

and each occurs once for each spin.

Take the upper level for spin up, with real amplitudes c₁ and c₂ on the layers. The first row of the eigenvalue equation reads

λc₁ + tc₂ = Rc₁, so c₂/c₁ = (R − λ)/t.

Normalisation gives c₁² = t²/[t² + (R − λ)²]. Since t² = R² − λ² = (R − λ)(R + λ), a factor R − λ cancels:

c₁² = (R + λ)/[(R + λ) + (R − λ)] = (1 + p)/2, p = λ/R.

The product of the amplitudes, needed below, is

c₁c₂ = c₁²(R − λ)/t = (R + λ)(R − λ)/(2Rt) = t/(2R).

For spin down λ changes sign. The weight on layer 1 becomes (1 − p)/2 and the product c₁c₂ stays the same. The layer spins of the upper doublet are thus

S₁z = (1 + p)/2 − (1 − p)/2 = p, S₂z = −p.

For t well below λ, the degeneracy is between a spin-up state that lives mostly on one layer and a spin-down state that lives mostly on the other.

The limits show what degeneracy does and does not tell. For t → 0 each layer is fully polarised, p → 1 for λ > 0. For t ≫ λ the states spread evenly over both layers and p ≈ λ/t. For λ = 0 the bands are still degenerate and p = 0. This last result is general: without spin–orbit coupling a doublet is one orbital state with both spins, and the trace of σ over the two spins vanishes in each layer. Degeneracy therefore neither excludes a local texture nor proves one.

The lower doublet, at −R, has its layer weights exchanged and S₁z = −p. In this one-orbital model the layer spins of the two valence doublets cancel at this k if both are filled, so an experiment has to resolve one doublet in energy or empty it selectively. With more orbitals per layer the cancellation need not be complete.

**Numbers for one bilayer**

Take λ = 0.20 eV and t = 0.06 eV. Then

R = √(0.0400 + 0.0036) eV = 0.2088 eV,
p = 0.20/0.2088 = 0.958.

The spin-up member of the upper doublet has 97.9 % of its weight on layer 1, the spin-down member 2.1 %, and the difference is again 0.958. In layer 2 the polarisation is −0.958. At K′ the two signs are exchanged.

With λ held at 0.20 eV, layer 1 has polarisation 0.995 for t = 0.02 eV, 0.707 for t = 0.20 eV and 0.316 for t = 0.60 eV. The bands remain doubly degenerate throughout. Their energies ±R move with t, but the polarisation changes because each state is spread differently over the two layers.

**Does a perpendicular field create the polarisation?**

The manuscript's step (d) can be examined directly. Let U be the electron energy on layer 1 minus that on layer 2. The term Uτ_z/2 breaks inversion, and for spin s the layer term becomes (sλ + U/2)τ_z. The upper levels are

E_s = √[(sλ + U/2)² + t²].

Subtracting the squares removes everything but the cross terms:

E↑² − E↓² = (λ + U/2)² − (−λ + U/2)² = 2λU.

Dividing by the sum of the energies gives the splitting,

E↑ − E↓ = 2λU/(E↑ + E↓).

For small U, write E_s = √(R² + y) with y = sλU + U²/4, and use √(R² + y) = R + y/(2R) − y²/(8R³) + …. To second order in U,

E_s = R + sλU/(2R) + U²/(8R) − λ²U²/(8R³)
= R + spU/2 + t²U²/(8R³),

where R² − λ² = t² was used. Terms odd in U are also odd in s, because E_s depends on sU alone, and they cancel in the sum:

E↑ + E↓ = 2R + t²U²/(4R³) + O(U⁴).

Hence

E↑ − E↓ = pU[1 − t²U²/(8R⁴) + …].

The initial slope of the splitting is p, the layer polarisation at zero field. The reason is first-order perturbation theory: the field shifts each member of the doublet by U/2 times its mean τ_z, which is +p for spin up and −p for spin down. These means are properties of the unperturbed states. The field lifts the degeneracy and so makes visible a correlation between spin and layer that was already there. With λ = 0 the same field produces no spin splitting.

The equality of slope and layer spin relies on a conserved spin component, here s_z. With one orbital per layer, I and T allow, apart from a constant, only τ_x, τ_y and τ_zσ, so such an axis always exists; with several orbitals it need not. If spin–orbit terms mix the spins, the field may still split the doublet, but the derivation no longer identifies the slope with the length of S₁.

In the opposite limit, U ≫ 2R, the sum E↑ + E↓ tends to U and the splitting saturates at 2λ, the value for an isolated layer. For the numbers used here, 90 % of 2λ needs U = 0.44 eV, an internal field of 6.7 MV/cm and about 13 MV/cm in the gate dielectric. That is beyond the breakdown field assumed below, so such a device does not reach this limit.

For numbers, take an internal field of 0.5 MV/cm, meaning the field after screening, and a layer spacing d = 0.65 nm. Since 0.5 MV/cm = 0.05 V/nm,

U = 0.05 × 0.65 eV = 32.5 meV,
E↑ − E↓ ≈ 0.958 × 32.5 meV = 31.1 meV.

The full expression falls below the linear law pU by 0.025 % of pU, so this field lies well inside the linear range.

**Does a surface probe create it?**

Let layer 1 face the detector, and let intensity from layer 2 be reduced by a = exp(−d/Λ), with Λ the attenuation depth. Assume that the photoemission matrix elements are equal in the two layers and for both spins, apart from a relative phase φ. Then

I_s = |c₁ + √a e^(iφ) c₂|² = c₁² + a c₂² + 2√a c₁c₂ cos φ.

Insert the weights found above, with 2c₁c₂ = t/R for both spins:

I↑ = (1 + p)/2 + a(1 − p)/2 + √a (t/R) cos φ,
I↓ = (1 − p)/2 + a(1 + p)/2 + √a (t/R) cos φ.

The interference term drops out of the difference, I↑ − I↓ = p(1 − a), and survives in the sum. The measured polarisation is

P = p(1 − a)/[1 + a + 2√a (t/R) cos φ].

If the interference averages out, (1 − a)/(1 + a) = tanh(d/2Λ) gives P = p tanh(d/2Λ). A very surface-sensitive probe, Λ ≪ d, reads p. A probe that sees both layers equally, Λ ≫ d, reads zero, as step (b) requires. Unequal weighting of the layers makes the signal visible, but within this model it cannot produce one when p = 0.

For Λ = 0.5 nm, a = exp(−1.3) = 0.273, and without interference P = 0.55. With interference P is 0.44 for φ = 0 and 0.72 for φ = π. A measured value near one half is thus compatible with a layer polarisation of 0.96, and turning one into the other requires the phase as well as the depth. Even these may leave a choice: for cos φ < 0, P does not grow steadily with p, and at φ = π the value 0.72 fits p = 0.26 as well as p = 0.96.

The manuscript's concern about the probe is not empty, since real matrix elements can depend on spin and generate a signal of their own. The valley offers a partial control: the layer spin reverses between K and K′, so a spin asymmetry of the instrument that is the same in both valleys can be separated from it, provided that the interference phase is also the same in both. Matrix-element effects that also reverse between the valleys are not removed in this way.

**Away from K**

Thermally excited holes do not sit precisely at K, so the conduction band has to be considered. Put a conduction orbital in each layer at energy E_c = 1.80 eV above the mean valence energy, coupled to the valence orbital of the same layer with strength ħv q, where q is the distance from K and ħv = 0.40 eV nm. The conduction orbitals have no spin splitting and no interlayer hopping in this model. In layer l the conduction amplitude b_l then obeys, up to a phase,

b_l = −ħv q c_l/(E_c − E).

Substituting this into the valence equations gives

(sλτ_z + tτ_x)c = [E + (ħv q)²/(E_c − E)]c.

The valence amplitudes are still eigenvectors of the matrix found at K, and each b_l is proportional to its c_l by a factor of the same size in both layers. The distribution over the layers is therefore independent of q. This explains why the layer spin computed at the thermal momentum, 0.9578, agrees with the value at K to every digit given. The agreement is a property of the model, and spin splitting or interlayer hopping in the conduction band would spoil it.

The bracket equals R for the upper doublet, so to order q²

E ≈ R − (ħv q)²/(E_c − R),

which corresponds to a hole mass of 0.38 mₑ. Setting the kinetic energy equal to kT = 25.9 meV at 300 K gives a thermal momentum of 0.51 nm⁻¹. There, a nearest-neighbour honeycomb estimate with lattice constant 0.33 nm gives a trigonal warping of 4.8 %, defined as the difference of the kinetic energies at +q and −q divided by their sum, with q along the line from Γ through K. On that line the estimate takes the kinetic energy proportional to [1 + 2 cos(ka₀/2)]², where a₀ is the lattice constant and K lies at k = 4π/(3a₀). With x = qa₀/2 the bracket is −√3 x + x²/2 to second order, its square is 3x² − √3 x³, and the ratio is x/√3 = 0.507 × 0.33/(2√3) = 0.048. This figure belongs to the honeycomb estimate and gives only an order of magnitude; the d-orbital bands of a real compound have further hoppings and a different warping.

Each layer also sees different surroundings above and below. This permits a local Rashba term of opposite sign in the two layers, which respects inversion and keeps the bands degenerate. With an assumed strength α = 0.01 eV nm, its ratio to the Ising term is about αq/λ = 0.01 × 0.507/0.20 = 0.025. The full calculation gives a tilt of the layer spin by 1.5° from the normal, opposite in the two layers.

Thermal mixing of the doublets is negligible here: they lie 2R = 0.418 eV apart, and the Boltzmann factor for a hole in the lower one is about 10⁻⁷. At a hole density of 10¹² cm⁻², shared between two valleys with two states each, the zero-temperature Fermi energy is 3.2 meV, well below kT, so the holes are nearly non-degenerate at 300 K.

**How this bears on real bilayers**

The parameters are round values in the rough range of tungsten dichalcogenide bilayers, where the valence splitting of one layer at K is about 0.4 to 0.5 eV and the interlayer hopping is some tens of meV. No particular compound has been computed. Molybdenum compounds have a smaller splitting, hence a smaller p at equal t.

Two assumptions need attention in a device. The first is that holes occupy K. In some bilayers the valence maximum lies at Γ, where the layer spin is zero by symmetry, so 0.96 cannot be carried over to such holes. The second is inversion symmetry. A substrate or a gate on one side adds a built-in U, and the bands at K are then no longer degenerate; an offset of 32.5 meV already splits them by 31 meV in this model. If U is known to be small compared with R, the absence of a resolved splitting at K sets an upper limit on the product pU. For larger U the splitting falls below pU and cannot exceed 2λ, so this limit no longer applies. Without separate knowledge of U, an unresolved splitting says nothing against a layer texture.

The field used above is moderate. With rough permittivities of 7 for the bilayer and 3.5 for the gate dielectric, continuity of the displacement gives 0.5 × 7/3.5 = 1.0 MV/cm in the dielectric for an uncharged bilayer, against an assumed rough breakdown field of 5 MV/cm. A charge of 10¹² holes per cm² in the bilayer can change the dielectric field by up to about 0.5 MV/cm, which still leaves it below breakdown. Excitons and disorder are left out of the model. The numerical output lists the values used here.

**Changes requested**

Step (c) should be replaced by the relation S₁(k) = −S₂(k), together with its zeros at the invariant momenta. Step (d) should be withdrawn as a claim that the probe or the field creates the layer polarisation, and the photoemission data should be reanalysed with the attenuation depth and the interference phase as explicit unknowns. If spectra in a perpendicular field can be taken, the initial slope of the splitting against U would give p without either of them, provided that U itself is known and s_z is conserved to a good approximation.

Table of computed values

```
RANDOM SYMMETRIC MODELS (dimensionless)
largest doublet splitting: 9.8e-15
largest |S_1+S_2| component: 1.4e-15
largest layer spin at invariant momenta: 6.3e-15
largest layer spin at general k: 0.965
largest pair splitting without inversion: 9.44
INPUTS
lambda = 0.20 eV, t = 0.06 eV, d = 0.65 nm
conduction offset = 1.80 eV, hbar v = 0.40 eV nm
internal field = 0.5 MV/cm, T = 300 K
probe depth = 0.50 nm, lattice = 0.33 nm
hole density = 1e+12 cm^-2
assumed Rashba strength = 0.010 eV nm
permittivities: layer 7.0, gate 3.5
UPPER VALENCE DOUBLET AT K
R = 0.2088 eV, doublet separation 2R = 0.4176 eV
layer-1 weight, spin up: 0.9789
layer-1 weight, spin down: 0.0211
S_1z = 0.9578, S_2z = -0.9578
S_1z of lower doublet = -0.9578
S_1z in the other valley = -0.9578
largest layer spin for lambda = 0: 0.0e+00
t = 0.02 eV: S_1z = 0.9950
t = 0.06 eV: S_1z = 0.9578
t = 0.20 eV: S_1z = 0.7071
t = 0.60 eV: S_1z = 0.3162
FIELD AND PROBE
U = 32.50 meV, spin splitting = 31.122 meV
initial slope d(splitting)/dU = 0.9578
shortfall from linear law = 0.0251 %
layer-2 intensity factor a = 0.2725
probe polarisation, no interference = 0.5476
with interference, phase 0: 0.4431
with interference, phase pi: 0.7165
NEGLECTED EFFECTS
kT = 25.85 meV, hole mass = 0.379 m_e
thermal momentum = 0.507 1/nm
S_1z there with band mixing = 0.9578
Rashba tilt = 1.47 degrees
trigonal warping of q^2 energy = 4.8 %
Boltzmann factor, lower doublet = 9.6e-08
zero-temperature hole Fermi energy = 3.16 meV
gate-dielectric field = 1.00 MV/cm
assumed rough breakdown field = 5.0 MV/cm
```
